# Quantum-noise derivation of the phonon floor in optomechanical sideband cooling, part 1

(Sections cited here and not found follow in the second part.)

## Noise rates and the back-action floor

Let $a$ be the annihilation operator of one optical cavity mode, of frequency $\omega_c$, and $b$ that of one mechanical mode, of frequency $\Omega$. All frequencies and rates are angular unless stated otherwise. The cavity energy decays at the rate $\kappa$, so that its amplitude decays at $k=\kappa/2$, and $\kappa$ is the full width of the optical resonance. A laser of frequency $\omega_L$ drives the cavity with detuning $\Delta=\omega_L-\omega_c$; a negative $\Delta$ means a laser on the red side. The mechanical energy decays at the rate $\Gamma_m$ into a bath whose mean occupation at the frequency $\Omega$ is $n_{th}$. The mean number of photons in the cavity is $\bar n$.

The mechanical displacement changes the cavity length and hence its frequency. To first order in the displacement, and in a frame rotating at the laser frequency, the Hamiltonian is

$$
\frac{H}{\hbar}=-\Delta a^\dagger a+\Omega b^\dagger b-g_0a^\dagger a(b+b^\dagger)+i(\varepsilon a^\dagger-\varepsilon^*a).
$$

Here $g_0$ is the cavity frequency shift per unit of $b+b^\dagger$, and $\varepsilon$ is the drive amplitude. The quantity sought is the steady phonon number $n=\langle b^\dagger b\rangle$ when light is the only bath of the mechanical mode. At $\Delta=-\Omega$ and for weak coupling it will be found to be

$$
n_{min}=\left(\frac{\kappa}{4\Omega}\right)^2 .
$$

The name $n_{min}$ refers to the removal of all other heating. It does not mean that this detuning gives the smallest possible value; the optimum, only slightly lower when $\kappa\ll\Omega$, is found below.

From $\dot a=i[H,a]/\hbar$, with $[a^\dagger a,a]=-a$ and $[a^\dagger,a]=-1$, and with decay and its accompanying noise added,

$$
\dot a=(i\Delta-k)a+ig_0a(b+b^\dagger)+\varepsilon+\sqrt\kappa\,a_{in}.
$$

An optical photon energy is far above the thermal energy, so the input field is taken as vacuum: $\langle a_{in}(t)a_{in}^\dagger(t')\rangle=\delta(t-t')$ and $\langle a_{in}^\dagger(t)a_{in}(t')\rangle=0$. The laser is at first free of excess noise.

The mean radiation pressure displaces the mechanical mode. Setting the mean of $\dot b=-i\Omega b+ig_0a^\dagger a$ to zero gives $\langle b\rangle=g_0\bar n/\Omega$. This displacement shifts the cavity frequency by $-2g_0^2\bar n/\Omega$. From here on $b$ denotes the fluctuation about the mean, and $\Delta$ includes the static shift. The phase of $\varepsilon$ is chosen so that the mean cavity amplitude is real, and the field is written as $a=\sqrt{\bar n}+d$. The steady mean field then satisfies

$$
\varepsilon=(k-i\Delta)\sqrt{\bar n},\qquad |\varepsilon|^2=\bar n(k^2+\Delta^2).
$$

What drives the mechanical mode is the fluctuation of the photon number,

$$
\delta n=a^\dagger a-\bar n=\sqrt{\bar n}(d+d^\dagger)+d^\dagger d .
$$

Its correlation function is needed for a cavity not yet disturbed by the mechanical fluctuations. In that cavity $d(t)$ is a linear combination of annihilation operators only, those of the initial cavity and of the vacuum input. It therefore gives zero when it acts on their joint vacuum. Consequently $\delta n(0)$ acting on the vacuum leaves $\sqrt{\bar n}\,d^\dagger(0)$, and $\delta n(t)$ acting to the left leaves $\sqrt{\bar n}\,d(t)$. The term $d^\dagger d$ drops out without an assumption that $\bar n$ is large:

$$
\langle\delta n(t)\delta n(0)\rangle=\bar n\langle d(t)d^\dagger(0)\rangle .
$$

For $t>0$, the solution of the cavity equation is $d(t)=e^{(i\Delta-k)t}d(0)$ plus input noise that arrived after time zero. This later noise is uncorrelated with $d^\dagger(0)$. Since $\langle dd^\dagger\rangle=1$ in vacuum, the correlation is $e^{(i\Delta-k)t}$. For $t<0$, stationarity gives the complex conjugate at time $|t|$. Both cases are contained in

$$
\langle\delta n(t)\delta n(0)\rangle=\bar n\,e^{i\Delta t-k|t|}.
$$

The noise spectrum is defined by

$$
S(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle\delta n(t)\delta n(0)\rangle .
$$

The integral over positive times is $\bar n/[k-i(\omega+\Delta)]$, and the integral over negative times is its complex conjugate. Their sum is

$$
S(\omega)=\frac{\bar n\kappa}{k^2+(\omega+\Delta)^2}.
$$

This Lorentzian is centred at $\omega=-\Delta$. A classical real signal would have $S(\omega)=S(-\omega)$. The difference here comes from operator ordering: a cavity fluctuation in vacuum can be created but not removed. A test used a driven cavity described by its master equation in 16 photon-number states, with $\kappa=0.8$, $\Delta=-1$ and $\varepsilon=1$ in common frequency units. At $\omega=1$, $0.3$ and $-1$ its number spectrum agreed with this expression to a relative $1.1\times10^{-11}$.

The interaction left after the displacement is $V=-\hbar g_0\delta n(b+b^\dagger)$. Suppose that the mechanical mode starts with $m$ phonons and the light in the state $|i\rangle$. In the interaction picture $b$ carries the factor $e^{-i\Omega t}$. To first order, the amplitude to lose one phonon in a time $\tau$, with the light ending in $|f\rangle$, is

$$
c_f=ig_0\sqrt m\int_0^\tau dt\,e^{-i\Omega t}\langle f|\delta n(t)|i\rangle .
$$

The final state of the light is not observed, so the probabilities are summed over $f$. Completeness of these states gives

$$
\sum_f|c_f|^2=g_0^2m\int_0^\tau dt\int_0^\tau dt'\,e^{i\Omega(t'-t)}\langle\delta n(t')\delta n(t)\rangle .
$$

The correlation depends on $t'-t$ and dies out in a time of order $1/k$. If $\tau$ is much longer than that, the integral over the difference can be extended to all times, and the other integral gives $\tau$. The probability is thus $g_0^2m\,S(\Omega)\tau$. For the gain of one phonon, $b^\dagger$ supplies the factor $\sqrt{m+1}$ and the phase $e^{+i\Omega t}$, which replaces $S(\Omega)$ by $S(-\Omega)$. The transition rates are

$$
m\to m-1:\ mA_-,\qquad m\to m+1:\ (m+1)A_+,
$$

$$
A_-=g_0^2S(\Omega),\qquad A_+=g_0^2S(-\Omega).
$$

The positive-frequency noise therefore absorbs mechanical energy and the negative-frequency noise supplies it. Two time scales must be separated for these rates to hold: $\tau$ has to be long compared with the memory of the cavity, yet short compared with the time between jumps. Near the floor, where $m$ is small, this requires $A_\pm\ll\kappa$. The jumps must also be slow compared with $\Omega$, so that terms which would link populations to coherences between different phonon numbers average out. The second half replaces these conditions by a calculation at finite coupling.

Each upward jump adds one to the phonon number and each downward jump subtracts one. Averaging over the phonon distribution gives the optical part of the rate equation,

$$
\dot n=A_+(n+1)-A_-n=-(A_--A_+)n+A_+ .
$$

The mechanical bath has the upward coefficient $\Gamma_mn_{th}$ and the downward coefficient $\Gamma_m(n_{th}+1)$. By the same counting it contributes $\Gamma_m(n_{th}-n)$. With the optical damping $\Gamma_{opt}=A_--A_+$,

$$
\dot n=-\Gamma_{opt}n+A_++\Gamma_m(n_{th}-n),
$$

and the steady phonon number is

$$
n_f=\frac{\Gamma_{opt}n_o+\Gamma_mn_{th}}{\Gamma_{opt}+\Gamma_m},\qquad n_o=\frac{A_+}{A_--A_+}.
$$

This is a mean of two occupations weighted by the damping rates. The light acts as a bath of occupation $n_o$, provided that $A_->A_+$. If the mechanical bath is removed, the populations satisfy $p_{m+1}/p_m=A_+/A_-$, because in a ladder with jumps between neighbours the steady upward and downward flows across each step must be equal. The distribution is therefore geometric, like a thermal one, and its effective temperature $T_{eff}$ follows from $A_+/A_-=e^{-\hbar\Omega/k_BT_{eff}}$. The physical light may be a vacuum input at optical frequencies, yet its driven noise looks warm to the mechanical mode.

Write $D_-=k^2+(\Omega+\Delta)^2$ and $D_+=k^2+(\Omega-\Delta)^2$. With $g=g_0\sqrt{\bar n}$ the rates become $A_\pm=g^2\kappa/D_\pm$. Substitution into $n_o$ cancels $g^2\kappa$:

$$
n_o=\frac{1/D_+}{1/D_--1/D_+}=\frac{D_-}{D_+-D_-}
=\frac{k^2+(\Omega+\Delta)^2}{-4\Omega\Delta}.
$$

The last step uses $(\Omega-\Delta)^2-(\Omega+\Delta)^2=-4\Omega\Delta$. A positive steady phonon number thus requires a red detuning, $\Delta<0$. A stronger drive increases cooling and heating in the same proportion, which is why the floor does not depend on laser power within the rate picture.

At $\Delta=-\Omega$ the second term in the numerator vanishes, and

$$
n_{min}=\frac{k^2}{4\Omega^2}=\frac{\kappa^2}{16\Omega^2}=\left(\frac{\kappa}{4\Omega}\right)^2\equiv f .
$$

The factor of four can be traced in the spectrum. Light that has absorbed a phonon leaves at the cavity resonance, where the Lorentzian denominator is $(\kappa/2)^2$. Light that has emitted a phonon lies $2\Omega$ below that resonance, where the denominator is $(\kappa/2)^2+(2\Omega)^2$. The difference of the two denominators is $(2\Omega)^2$, so the floor is the square of $\kappa/2$ divided by $2\Omega$. The individual rates at this detuning are

$$
A_-=\frac{4g^2}{\kappa},\qquad A_+=A_-\frac{f}{1+f},\qquad
\Gamma_{opt}=\frac{4g^2}{\kappa(1+f)} .
$$

Here $D_+=4\Omega^2(1+f)$ and $D_-=4\Omega^2f$ have been used.

No step assumed $\kappa\ll\Omega$. In the weak-coupling model the formula at $\Delta=-\Omega$ holds for any ratio $\kappa/\Omega$; resolution of the sidebands makes its value small. Resolution also makes this detuning nearly the best one. To see this, put $y=-\Delta>0$ and expand the numerator:

$$
n_o=\frac{k^2+\Omega^2}{4\Omega y}+\frac{y}{4\Omega}-\frac12 .
$$

The derivative with respect to $y$ vanishes at $y^2=\Omega^2+k^2$. The second derivative, $(k^2+\Omega^2)/(2\Omega y^3)$, is positive, so this is the minimum. At this point the first two terms are equal, and

$$
\Delta_{opt}=-\sqrt{\Omega^2+\frac{\kappa^2}{4}},\qquad
n_{opt}=\frac12\left(\sqrt{1+\frac{\kappa^2}{4\Omega^2}}-1\right).
$$

Adding one half to $n_{opt}$ and squaring removes the root. The result is

$$
n_{opt}(n_{opt}+1)=\left(\frac{\kappa}{4\Omega}\right)^2=f .
$$

Hence $n_{opt}=f/(1+n_{opt})$, which is below $f$. For resolved sidebands, $n_{opt}=f-f^2$ up to terms of order $f^3$, and the gain from moving the laser off $\Delta=-\Omega$ is small. For $\kappa\gg\Omega$, in contrast, $n_{opt}\approx\kappa/(4\Omega)-1/2$. The optimum then grows linearly with $\kappa/\Omega$, while the value at $\Delta=-\Omega$ grows quadratically. At $\kappa=4\Omega$ the two values are $(\sqrt5-1)/2\approx0.62$ and 1.

These results were tested without using the rates, by solving the linear equations of motion of the coupled modes for their damping and steady fluctuations. The cases were $\kappa/\Omega=0.2$, 1 and 8 with $\Delta/\Omega=-0.7$, $-1$ and $-1.6$, and $g$ was $10^{-3}$ of the smaller of $\kappa$ and $\Omega$. The largest relative deviation was $4.7\times10^{-6}$ for the damping and $8.0\times10^{-6}$ for the phonon number. A numerical search over detuning gave the optimum phonon number to $8.5\times10^{-6}$. The small remainder has a physical origin, the finite coupling.

For weak coupling, light as the only bath leaves the mechanical mode with $(\kappa/4\Omega)^2$ phonons at $\Delta=-\Omega$, and the best detuning lowers this only slightly when $\kappa\ll\Omega$. What remains is to find the effects of finite coupling and laser noise, and to compare the floor with the other sources of phonons in a silicon device.
